# Work Density of a Pyroelectric Cycle Across a First-Order Polar Transition

## 1. Definitions and conventions

A film in a uniform field $E$ has polarization $P$, temperature $T$, entropy $s$ and internal energy $u$, the last two per unit volume. It has two phases: a weakly polarized phase n and a strongly polarized phase p. They coexist in equilibrium on a line $E=E_t(T)$, where

$$\Delta P=P_p-P_n>0,\qquad \Delta s=s_n-s_p .$$

The opposite order in the two differences makes both positive when the polar phase has the lower entropy. $E_t$ is the equilibrium transition field. It is not the field at which a hysteretic film happens to switch.

The source does electrical work $E\,dD$ per volume, with $D=\varepsilon_0E+P$. The part $\varepsilon_0E\,dE$ is a total differential and vanishes over a closed cycle, so it is left out of $u$. The strain is held fixed, so there is no mechanical work. (At fixed stress, $u$ is replaced by $u$ minus stress times strain, and the derivation is unchanged.) For reversible changes

$$du=T\,ds+E\,dP .$$

Work delivered by the film is counted positive. Since $\oint du=0$,

$$w=-\oint E\,dP=\oint T\,ds. \tag{1}$$

## 2. The slope of the transition line

Let $g=u-Ts-EP$. Then

$$dg=du-T\,ds-s\,dT-E\,dP-P\,dE=-s\,dT-P\,dE .$$

At given $T$ and $E$ the stable phase has the lower $g$, so $g_n=g_p$ on the line. A step $(dT,dE_t)$ along the line keeps them equal:

$$-s_n\,dT-P_n\,dE_t=-s_p\,dT-P_p\,dE_t .$$

Collecting terms gives $(P_p-P_n)\,dE_t=(s_n-s_p)\,dT$, that is

$$\Delta P\,dE_t=\Delta s\,dT,\qquad \frac{dE_t}{dT}=\frac{\Delta s}{\Delta P}. \tag{2}$$

If the polar phase has the lower entropy, heating favours n, and a larger field is needed to induce p.

## 3. The cycle and its work

Let $T_1=T$, $T_2=T+\delta T$, and $E_i=E_t(T_i)$. The cycle has four parts.

1. At $T_1$ and $E_1$, the film goes from n to p.
2. In phase p, it is heated to $T_2$ while the field follows the line, kept just above it so that p stays stable.
3. At $T_2$ and $E_2$, it goes from p to n.
4. In phase n, it is cooled to $T_1$, with the field kept just below the line.

The small offsets from the line tend to zero. Part 4 runs from $T_2$ to $T_1$, so its integral changes sign when written from 1 to 2. The electrical form of (1) gives

$$w=-E_1\Delta P_1-\int_1^2E_t\,dP_p+E_2\Delta P_2+\int_1^2E_t\,dP_n .$$

The two integrals combine to $-\int_1^2E_t\,d(\Delta P)$. Integration by parts turns this into $-E_2\Delta P_2+E_1\Delta P_1+\int_1^2\Delta P\,dE_t$. The boundary terms cancel the plateau terms, so

$$w=\int_{E_1}^{E_2}\Delta P\,dE_t. \tag{3}$$

For the thermal form, the entropy changes by $-\Delta s_1$ on the first plateau and by $+\Delta s_2$ on the second:

$$w=-T_1\Delta s_1+\int_1^2T\,ds_p+T_2\Delta s_2-\int_1^2T\,ds_n .$$

Here the integrals combine to $-\int_1^2T\,d(\Delta s)=-T_2\Delta s_2+T_1\Delta s_1+\int_1^2\Delta s\,dT$, and

$$w=\int_{T_1}^{T_2}\Delta s\,dT. \tag{4}$$

Equations (3) and (4) hold for any span over which the line exists, and (2) shows that their integrands agree. An entropy common to both phases drops out of $\Delta s$.

If $\Delta s<0$, the transition field falls on heating and this cycle consumes work. Running it backwards then delivers work. If $\Delta s=0$, the field does not shift and there is no work.

## 4. The small-span products

Expand $\Delta s$ about $T_1$ in (4), and $\Delta P$ about $E_1$ in (3), with $\delta E_t=E_2-E_1$:

$$w=\Delta s_1\,\delta T+\frac12\frac{d\Delta s}{dT}\,\delta T^2+\dots,\qquad
w=\Delta P_1\,\delta E_t+\frac12\frac{d\Delta P}{dE_t}\,\delta E_t^2+\dots$$

To leading order, therefore,

$$\boxed{\,w=\Delta s\,\delta T=\Delta P\,\delta E_t\,} \tag{5}$$

If the jumps are taken at the middle temperature, the terms odd about the midpoint integrate to zero, and the error falls to order $\delta T^3$.

**Heat and efficiency.** The hot plateau absorbs $T_2\Delta s_2$. To leading order the ratio of work to this latent heat is $\delta T/T$, the Carnot value. The film's sensible heat must also be supplied in part 2. An ideal regenerator would store the heat released in part 4 and return it at the same temperature, leaving only the small difference between the sensible heats of the two phases to be supplied. Without one, the efficiency is lower.

## 5. Cycles between two fixed fields

It is simpler in practice to heat and cool at constant field. Let the film be charged from $E_L$ to $E_H$ at $T_1$, heated at $E_H$, discharged at $T_2$ and cooled at $E_L$. Because $\oint d(EP)=0$, $-\oint E\,dP=\oint P\,dE$, and

$$w=\int_{E_L}^{E_H}\left[P(E,T_1)-P(E,T_2)\right]dE .$$

At a field between $E_1$ and $E_2$, heating crosses the line and $P$ drops by $\Delta P$. These drops contribute $\int\Delta P\,dE_t$, which is (3). The rest comes from the smooth change of $P$ within each phase, described by the pyroelectric coefficients $p=(\partial P/\partial T)_E$, taken here as negative.

With $E_L=E_1$ and $E_H=E_2$, the line runs from corner to corner of the rectangle $\delta T\times\delta E_t$. To leading order each phase occupies half of it:

$$w-\int\Delta P\,dE_t\simeq\tfrac12\,\delta T\,\delta E_t\left(|p_n|+|p_p|\right). \tag{6}$$

This is of second order, so (5) survives. With fixed wide limits, the smooth part is $\delta T$ times an integral of $|p|$ over a finite field range. It is then of first order, and (5) gives the transition's share rather than the whole work.

## 6. A mean-field model

Take

$$g=\tfrac12\alpha P^2-\tfrac14\beta P^4+\tfrac16\gamma P^6-EP,\qquad \alpha=\alpha_{300}+a\,(T-300\ \mathrm K),$$

plus a lattice term that depends on $T$ alone. Setting $\partial g/\partial P=0$ gives

$$E=\alpha P-\beta P^3+\gamma P^5 .$$

Coexistence requires this equation at both $P_n$ and $P_p$, with equal $g$. At a minimum the change of $P$ with $T$ does not contribute to $dg/dT$, so the polarization part of the entropy is $s=-\partial g/\partial T=-\frac12aP^2$. Hence

$$\Delta s=\tfrac12a(P_p^2-P_n^2),\qquad \frac{dE_t}{dT}=\frac{\Delta s}{\Delta P}=\tfrac12a(P_p+P_n). \tag{7}$$

Differentiating the field equation with respect to $T$ at fixed $E$ gives $0=aP+(\partial E/\partial P)\,p$, so

$$p=-\frac{aP}{\alpha-3\beta P^2+5\gamma P^4}.$$

**Stability limits.** A phase loses stability where $\partial E/\partial P=0$:

$$P^2=\frac{3\beta\mp\sqrt{9\beta^2-20\gamma\alpha}}{10\gamma}.$$

The minus sign gives the limit $E_\uparrow$ of phase n, the plus sign the limit $E_\downarrow$ of phase p. Since $\partial E/\partial P=0$ there, each limit moves with temperature at the rate $aP$, evaluated at its own $P$. This differs from (7), so the shift of a switching threshold is not in general $\delta E_t$.

**Near the end of the line.** The limits merge when $\alpha=9\beta^2/(20\gamma)$, at a temperature $T_c$ and polarization $P_c=\sqrt{3\beta/(10\gamma)}$. There $\partial^2E/\partial P^2=0$ and $\partial^3E/\partial P^3=-6\beta+60\gamma P_c^2=12\beta$. With $x=P-P_c$ and $\tau=T_c-T$, the leading terms are

$$E\simeq E_c-a\tau P_c-a\tau x+2\beta x^3 .$$

The $x$-dependent part is odd, so equal $g$ puts the phases at $x=\pm\sqrt{a\tau/(2\beta)}$. Then

$$\Delta P\simeq\sqrt{2a\tau/\beta},\qquad \Delta s\simeq aP_c\,\Delta P .$$

Both jumps vanish as $\sqrt\tau$. A cycle from $T$ up to $T_c$ delivers $\int_0^\tau\Delta s\,d\tau'=\frac23\Delta s(T)\,\tau$, while the product with starting values gives $\Delta s(T)\,\tau$, which is 3/2 times as much. Near the end, (5) therefore needs $\delta T\ll T_c-T$ for the cycle along the line; a small $\delta T/T$ is not enough. The fixed-field cycle needs more. On the line $\partial E/\partial P\simeq2a\tau$, so $|p_n|\simeq|p_p|\simeq P_c/(2\tau)$, and the excess (6) relative to $\Delta P\,\delta E_t$ is $P_c\,\delta T/(2\tau\Delta P)$. It is small only for $\delta T\ll\tau\,\Delta P/P_c$.

## 7. Worked example

Consider a 10 nm film cycled between 300 K and 310 K, with the round parameters $\alpha_{300}=3.0\times10^9$ V m/C, $a=4.0\times10^6$ V m/(C K), $\beta=1.4\times10^{11}$ V m⁵/C³ and $\gamma=2.0\times10^{12}$ V m⁹/C⁵. The line ends at $300+(4.41-3.00)\times10^9/(4\times10^6)\approx652$ K, far above the cycle.

Solving the coexistence conditions at 300 K gives $E_t=1.448$ MV/cm, $P_n=5.6$ µC/cm² and $P_p=20.9$ µC/cm², so $\Delta P=15.24$ µC/cm². With the polarizations in C/m², (7) gives

$$\Delta s=\tfrac12a(P_p+P_n)\,\Delta P=\tfrac12(4\times10^6)(0.2085+0.0562)(0.1524)\ \mathrm{J/(m^3\,K)}\approx80.7\ \mathrm{mJ/(cm^3\,K)} .$$

At 310 K the transition field is 1.501 MV/cm, a shift of 53.03 kV/cm. Since 1 µC/cm² times 1 kV/cm is 1 mJ/cm³, the products with 300 K values are

$$\Delta s\,\delta T=80.68\times10=807\ \mathrm{mJ/cm^3},\qquad \Delta P\,\delta E_t=15.24\times53.03=808\ \mathrm{mJ/cm^3}.$$

Direct integration around the loop gives 801 mJ/cm³ from both $-\oint E\,dP$ and $\oint T\,ds$. Relative to this, the products are 0.7% and 0.8% too large, because both jumps shrink on heating. Halving the span divides each absolute error by 4.01, as expected of a second-order term, and each relative error by about 2. With jumps taken at 305 K, both products give 801 mJ/cm³. The main result is thus $w\approx0.80$ J/cm³, or 0.80 µJ/cm² of film area.

Over a 100 K span the integral is 7.49 J/cm³, while the 300 K entropy jump times 100 K gives 8.07 J/cm³, 8% too much.

**Fixed-field cycles.** The model's pyroelectric magnitudes at 300 K are 127 and 229 µC/(m² K) in n and p. Equation (6) gives an excess of

$$\tfrac12(10)(5.30\times10^6)(355\times10^{-6})\ \mathrm{J/m^3}\approx0.009\ \mathrm{J/cm^3},$$

and the computed cycle between the two transition fields delivers 0.811 J/cm³, in agreement. Between 0 and 2 MV/cm the equilibrium cycle delivers 0.96 J/cm³, which is 20% more than the transition alone.

**Heat.** The Carnot efficiency is $10/310=3.2\%$. For a rough heat capacity of 2.7 J/(cm³ K), heating the film takes 27 J/cm³, and the hot plateau takes $310\times0.0796\approx24.7$ J/cm³. A further 0.2 J/cm³ enters because $P_p$ falls slightly along the line. Without regeneration the efficiency is $0.801/51.9=1.5\%$, counting only the heat taken by the film. Electrodes and substrate heated along with it lower this value greatly. For example, 1 µm of substrate with the same heat capacity per volume takes 100 times the film's 27 J/cm³, and the efficiency falls to $0.801/(51.9+2700)\approx0.03\%$.

The latent heat released at 300 K is $300\times0.0807=24.2$ J/cm³. If it stayed in the film, it would warm it by about $24.2/2.7\approx9$ K, nearly the whole span, and the transition would stall unless the field rose by about 0.05 MV/cm to follow the line. The plateaus must therefore last long enough for heat to leave and enter. The film itself sets only a short time: for a rough thermal conductivity of 1 W/(m K), heat diffuses across 10 nm in about 0.3 ns. Exchange with the electrodes, substrate and heat reservoirs can take much longer.

## 8. Hysteresis and other losses

Suppose each phase persists to its stability limit. At fixed $T$, $dg=-P\,dE$ on each branch, so the work lost in one loop is

$$\int_{E_\downarrow}^{E_\uparrow}(P_p-P_n)\,dE=\left[g_n-g_p\right]_{E_\uparrow}+\left[g_p-g_n\right]_{E_\downarrow}.$$

Each bracket is the free energy dissipated in one jump. At 300 K the limits are 1.80 and 1.01 MV/cm, and the loss is 11.8 J/cm³, about 15 times $w$. With this hysteresis, the cycle between 0 and 2 MV/cm at 300 K and 310 K consumes 10.5 J/cm³. With the same field limits and cold temperature, it breaks even at a span of about 95 K.

The upper limit shifts by 3.8 kV/(cm K) and the lower by 7.3 kV/(cm K), against 5.3 kV/(cm K) for $E_t$. In this model, using one switching threshold in place of $E_t$ would make $\Delta P\,\delta E$ 28% too small or 37% too large.

A leakage current of $10^{-7}$ A/cm², a rough input, dissipates $10^{-7}\times1.50\times10^6=0.15$ W/cm³ at the hot transition field. It consumes the equivalent of $w$ in 5.3 s. That field is 38% of a rough breakdown field of 4 MV/cm.

An interface layer of thickness $d_i$ and permittivity $\varepsilon_i$ carries the same $D$ as the film. As $P$ rises by $\Delta P$, the voltage across the layer rises by $\Delta P\,d_i/(\varepsilon_0\varepsilon_i)$. For $d_i=0.5$ nm and $\varepsilon_i=30$, both rough, division by the 10 nm thickness gives a plateau spread of 0.29 MV/cm, over five times $\delta E_t$. If the layer is linear, lossless and independent of temperature, its field is proportional to $D$ and $\oint D\,dD=0$. It then tilts the plateau without changing the net work, provided the film itself follows the same path. That requires $D$ to be uniform along the layer, so the two phases must be mixed on a scale finer than $d_i$. For domains much wider than the layer, each region charges its own part of it, and the layer instead adds about $d_i/(\varepsilon_0\varepsilon_i\times10\ \mathrm{nm})\approx1.9\times10^8$ V m/C to $\alpha$, as heating by 47 K would. The jump then stays sharp, moves to an applied field of about 1.70 MV/cm at 300 K, and the work falls to about 0.75 J/cm³. The linear, lossless layer is itself an idealization: with these numbers the layer's own field in phase p, $D/(\varepsilon_0\varepsilon_i)$, is about 7.9 MV/cm, twice the rough breakdown field taken for the film. A real layer may leak, trap charge or break down, and the net work would then change.

## 9. Relation to real films

The parameters are set in the rough regime of antiferroelectric-like zirconia films, where thresholds are of order 1 to 3 MV/cm, polarizations some tens of µC/cm² and relative permittivities a few tens (39 at zero field here). The coefficient $a$ is a chosen value, not one fitted to data. For fixed 300 K polarizations and a small span, $w$ is proportional to it. The model assigns the whole entropy jump to $P$. A structural contribution would alter $\Delta s$ and the slope of the line together, leaving (2) to (5) intact.

Hysteresis is a serious departure from the reversible cycle assumed here. Uniform switching at the stability limits is a model assumption, and nucleation can narrow the loop. Even a loop only 0.1 MV/cm wide with this $\Delta P$ would lose about 1.5 J/cm³, so a 10 K cycle would still consume work. The value 0.80 J/cm³ is the reversible work of the transition in this model, not a forecast of a device's output. The remaining computed values are in the numerical output below.

## Table of computed values

```
cold temperature: 300 K
temperature span: 10 K
film thickness: 10 nm
alpha at cold temperature: 3e+09 V m/C
slope a of alpha: 4e+06 V m/(C K)
beta: 1.4e+11 V m^5/C^3
gamma: 2e+12 V m^9/C^5
zero-field relative permittivity: 38.65
end of first-order line: 652.5 K
transition field, cold: 1.4478 MV/cm
transition field, hot: 1.5008 MV/cm
transition-field shift: 53.027 kV/cm
nonpolar polarization, cold: 5.615 uC/cm2
polar polarization, cold: 20.85 uC/cm2
polarization jump, cold: 15.24 uC/cm2
polarization jump, midpoint: 15.112 uC/cm2
polarization jump, hot: 14.984 uC/cm2
entropy jump, cold: 80.679 mJ/(cm3 K)
entropy jump, midpoint: 80.135 mJ/(cm3 K)
entropy jump, hot: 79.587 mJ/(cm3 K)
line slope, cold: 5.294 kV/(cm K)
work, electrical loop: 0.801344 J/cm3
work, thermal loop: 0.801344 J/cm3
entropy product, cold values: 0.806789 J/cm3
field product, cold values: 0.808126 J/cm3
entropy product, midpoint: 0.801352 J/cm3
field product, midpoint: 0.801351 J/cm3
entropy-product error ratio on halving span: 4.012
field-product error ratio on halving span: 4.008
work per film area: 0.8013 uJ/cm2
work, 100 K span: 7.491 J/cm3
pyroelectric magnitude, nonpolar: 126.5 uC/(m2 K)
pyroelectric magnitude, polar: 228.6 uC/(m2 K)
work, narrow constant-field cycle: 0.8107 J/cm3
upper field of wide cycle: 2 MV/cm
work, wide equilibrium cycle: 0.9616 J/cm3
upward stability limit, cold: 1.804 MV/cm
downward stability limit, cold: 1.014 MV/cm
upward-limit slope: 3.821 kV/(cm K)
downward-limit slope: 7.253 kV/(cm K)
hysteresis loss, cold: 11.83 J/cm3
work, wide hysteretic cycle: -10.45 J/cm3
break-even span with hysteresis: 94.79 K
latent heat, cold: 24.2 J/cm3
rough heat capacity: 2.7 J/(cm3 K)
adiabatic self-heating estimate: 8.964 K
heat input without regeneration: 51.89 J/cm3
Carnot efficiency: 3.226 %
efficiency without regeneration: 1.544 %
rough leakage current: 1e-07 A/cm2
hold time for leakage loss = work: 5.339 s
rough breakdown field: 4 MV/cm
hot transition field / breakdown: 0.3752
rough interface-layer thickness: 0.5 nm
rough interface-layer permittivity: 30
plateau spread from interface layer: 0.2869 MV/cm
```
